# Free-Energy Bottleneck and Its Inward Shift in Barrierless Gallium-Carbon Homolysis: a program that tests the result

```python
"""Variational bottleneck of a barrierless bond homolysis.
Result under test: the surface r* of least one-way rate maximises the free
energy G(r,T), and dr*/dT = S_r/G_rr, with S = -(dG/dT) at fixed r.
If entropy falls on bond shortening (S_r > 0), r* moves inward on heating.
Model: U(r,c) = D*(y^2 - 2*y*c^2), y = exp(-beta*(r-re)), c = cos(theta),
theta = angle between the radical's axis and the bond.
Units: kJ/mol, angstrom, u, ps, K; 1 kJ/mol = 100 u angstrom^2/ps^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn

GAS = const.R / 1000.0
D, RE, BETA = 300.0, 2.0, 1.5
MU, INERTIA = 13.0, 2.0
ACC = 1e-3 * 1e3 * 100.0  # (kJ/mol)/u expressed in angstrom^2/ps^2
nodes, node_weights = np.polynomial.legendre.leggauss(120)
COS = 0.5 * (nodes + 1.0)
WCOS = 0.5 * node_weights


# ---------- definition side: quadrature over the dividing surface ----------
def potential(r, c):
    y = np.exp(-BETA * (r - RE))
    return D * (y * y - 2 * y * c * c)


def surface_integral(r, T):
    r = np.asarray(r, dtype=float)
    boltz = np.exp(-potential(r[..., None], COS) / (GAS * T))
    return r**2 * (boltz @ WCOS)


def free_energy(r, T):
    """Free energy of the surface up to a term independent of r."""
    return -GAS * T * np.log(surface_integral(r, T))


def reactant_integral(T, r_cut=4.0):
    return quad(lambda r: float(surface_integral(r, T)), 1.2, r_cut,
                points=[1.8, 2.0, 2.3], epsabs=0, epsrel=1e-11, limit=300)[0]


def rate(r, T):
    """One-way rate constant through the surface r, in 1/s."""
    speed = np.sqrt(ACC * GAS * T / (2 * np.pi * MU))
    return 1e12 * speed * float(surface_integral(r, T)) / reactant_integral(T)


def gibbs(r, T):
    """Activation free energy relative to the reactant."""
    return -GAS * T * np.log(const.h * rate(r, T) / (const.k * T))


def maximise(func, low, high):
    found = minimize_scalar(lambda r: -float(func(r)), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x


def numeric_bottleneck(T):
    return maximise(lambda r: free_energy(r, T), 4.0, 9.0)


# ---------- formula side: closed expressions with the Dawson function ------
def angular(r, T):
    """w, Lambda, mean of c^2 and variance of c^2 on the surface."""
    w = 2 * D * np.exp(-BETA * (r - RE)) / (GAS * T)
    lam = dawsn(np.sqrt(w)) / np.sqrt(w)
    mean2 = (1 / lam - 1) / (2 * w)
    mean4 = (1 / lam - 3 * mean2) / (2 * w)
    return w, lam, mean2, mean4 - mean2**2


def slope_G(r, T):
    y = np.exp(-BETA * (r - RE))
    return 2 * D * BETA * y * (angular(r, T)[2] - y) - 2 * GAS * T / r


def slope_S(r, T):
    w, _, _, var = angular(r, T)
    return GAS * (2 / r + BETA * w**2 * var)


def curvature_G(r, T):
    y = np.exp(-BETA * (r - RE))
    w, _, mean2, var = angular(r, T)
    return (BETA**2 * (4 * D * y**2 - 2 * D * y * mean2
                       - GAS * T * w**2 * var) + 2 * GAS * T / r**2)


def mean_energy(r, T):
    y = np.exp(-BETA * (r - RE))
    return D * y**2 - 2 * D * y * angular(r, T)[2]


def bottleneck(T):
    return brentq(slope_G, 4.0, 9.0, args=(T,), xtol=1e-13)


def activation_energy(T):
    """Envelope formula; reactant mean energy by explicit double integral."""
    def weighted(r):
        u = potential(r, COS)
        return r**2 * float(np.sum(WCOS * u * np.exp(-u / (GAS * T))))
    top = quad(weighted, 1.2, 4.0, points=[1.8, 2.0, 2.3], epsabs=0,
               epsrel=1e-10, limit=300)[0]
    return (GAS * T / 2 + mean_energy(bottleneck(T), T)
            - top / reactant_integral(T))


temps = [600.0, 800.0, 1000.0, 1200.0, 1400.0]
grid = np.linspace(2.5, 12.0, 1901)
rows = []
for T in temps:
    rs = bottleneck(T)
    # angular factor, location and uniqueness of the maximum
    for r in (3.0, 4.0, rs):
        direct = float(WCOS @ np.exp(-angular(r, T)[0] * (1 - COS**2)))
        assert abs(direct / angular(r, T)[1] - 1) < 1e-9
    assert abs(numeric_bottleneck(T) - rs) < 1e-5
    steps = np.sign(np.diff(free_energy(grid, T)))
    assert steps[0] > 0 and steps[-1] < 0
    assert np.count_nonzero(np.diff(steps)) == 1
    # entropy slope and curvature from finite differences of the quadrature
    a, b = 0.01, 1.0
    mixed = (free_energy(rs + a, T + b) - free_energy(rs - a, T + b)
             - free_energy(rs + a, T - b) + free_energy(rs - a, T - b))
    assert abs(-mixed / (4 * a * b) / slope_S(rs, T) - 1) < 2e-3
    second = (free_energy(rs + a, T) - 2 * free_energy(rs, T)
              + free_energy(rs - a, T)) / a**2
    assert abs(second / curvature_G(rs, T) - 1) < 2e-3
    # enthalpy slope equals T times entropy slope at the bottleneck
    h_slope = (mean_energy(rs + 1e-4, T) - mean_energy(rs - 1e-4, T)) / 2e-4
    assert abs(h_slope / (T * slope_S(rs, T)) - 1) < 1e-5
    # displacement law against separately maximised free energies
    shift = slope_S(rs, T) / curvature_G(rs, T)
    fd = (numeric_bottleneck(T + 5) - numeric_bottleneck(T - 5)) / 10
    assert shift < 0 and abs(fd / shift - 1) < 2e-3
    # activation energy from the temperature slope of the minimised rate
    lnk = [np.log(rate(numeric_bottleneck(t), t)) for t in (T - 2, T + 2)]
    ea = activation_energy(T)
    assert abs(GAS * T**2 * (lnk[1] - lnk[0]) / 4 - ea) < 0.02
    # the reactant integral does not depend on where the well is cut off
    assert abs(reactant_integral(T, 5.0) / reactant_integral(T) - 1) < 1e-5
    rows.append((T, rs, shift, rate(rs, T), ea))

# entropy rises outward over the whole range, also by finite differences
for T in temps:
    S = -(free_energy(grid, T + 1) - free_energy(grid, T - 1)) / 2
    assert np.all(np.diff(S) > 0)

# curvature of ln k caused by the motion of the bottleneck
T0 = 1000.0
r0 = bottleneck(T0)
step = 20.0
gain = [-(free_energy(numeric_bottleneck(t), t) - free_energy(r0, t))
        / (GAS * t) for t in (T0 - step, T0 + step)]
curv_shift = slope_S(r0, T0)**2 / (GAS * T0 * curvature_G(r0, T0))
assert abs(sum(gain) / step**2 / curv_shift - 1) < 0.02
ea_slope_shift = GAS * T0**2 * curv_shift

# two maxima: an added energy bump at 7 angstrom makes the bottleneck jump
fine = np.linspace(3.0, 12.0, 3001)
bump = 3.0 * np.exp(-((fine - 7.0) / 0.3)**2)
scan_T = np.arange(600.0, 1401.0, 10.0)
best = np.array([fine[np.argmax(free_energy(fine, t) + bump)]
                 for t in scan_T])
assert np.all(np.diff(best) <= 1e-12)
jump = int(np.argmin(np.diff(best)))
assert best[jump] - best[jump + 1] > 1.0


# counterexample: a barrier with a bending mode that stiffens outward
def control(r, T):
    stiff = 60.0 * np.exp(r - 4.0)
    ang = float(WCOS @ np.exp(-stiff * (1 - COS**2) / (GAS * T)))
    return 80.0 * np.exp(-(r - 4.0)**2) - GAS * T * np.log(r**2 * ang)


control_r = [maximise(lambda r, t=t: control(r, t), 3.2, 4.8)
             for t in (600.0, 1000.0)]
rc = control_r[1]
control_S = -(control(rc + .01, 1001.) - control(rc - .01, 1001.)
              - control(rc + .01, 999.) + control(rc - .01, 999.)) / 0.04
assert control_S < 0 and control_r[1] > control_r[0] + 1e-3


# ---------- trajectories: escape flux must not exceed the least rate -------
def forces(R, u):
    r = np.linalg.norm(R, axis=1)[:, None]
    n = R / r
    c = np.sum(n * u, axis=1)[:, None]
    y = np.exp(-BETA * (r - RE))
    du_dr = 2 * D * BETA * y * (c * c - y)
    du_dc = -4 * D * y * c
    acc_R = -ACC / MU * (du_dr * n + du_dc * (u - c * n) / r)
    acc_u = -ACC / INERTIA * du_dc * (n - c * u)
    return acc_R, acc_u


def total_energy(R, V, u, w):
    r = np.linalg.norm(R, axis=1)
    c = np.sum(R * u, axis=1) / r
    return (potential(r, c) + (MU * np.sum(V * V, axis=1)
                               + INERTIA * np.sum(w * w, axis=1)) / 2 / ACC)


rng = np.random.default_rng(7)
count, r_in, r_out, dt = 6000, 4.0, 10.0, 0.002
c_grid = np.linspace(-1, 1, 4001)
dens = np.exp(-potential(r_in, c_grid) / (GAS * T0))
cdf = np.concatenate(([0.0], np.cumsum((dens[1:] + dens[:-1]) / 2)))
c = np.interp(rng.random(count), cdf / cdf[-1], c_grid)
s = np.sqrt(1 - c * c)
phi = 2 * np.pi * rng.random(count)
u = np.stack((s * np.cos(phi), s * np.sin(phi), c), axis=1)
R = np.tile([0.0, 0.0, r_in], (count, 1))
sigma = np.sqrt(ACC * GAS * T0 / MU)
V = sigma * rng.standard_normal((count, 3))
V[:, 2] = sigma * np.sqrt(-2 * np.log(1 - rng.random(count)))
w = np.sqrt(ACC * GAS * T0 / INERTIA) * rng.standard_normal((count, 3))
w -= np.sum(w * u, axis=1)[:, None] * u
E_start = total_energy(R, V, u, w)
live = np.arange(count)
escaped = np.zeros(count, dtype=bool)
for _ in range(5000):
    x, v, a, b = R[live], V[live], u[live], w[live]
    fx, fa = forces(x, a)
    v = v + fx * dt / 2
    b = b + fa * dt / 2
    x = x + v * dt
    spin = np.linalg.norm(b, axis=1)[:, None] + 1e-300
    cs, sn = np.cos(spin * dt), np.sin(spin * dt)
    a, b = a * cs + b / spin * sn, b * cs - a * spin * sn
    fx, fa = forces(x, a)
    v = v + fx * dt / 2
    b = b + fa * dt / 2
    R[live], V[live], u[live], w[live] = x, v, a, b
    dist = np.linalg.norm(x, axis=1)
    escaped[live[dist > r_out]] = True
    live = live[(dist >= r_in) & (dist <= r_out)]
    if live.size == 0:
        break
undecided = live.size
assert undecided < 0.01 * count
escaped[live] = True  # undecided ones count against the bound
drift = np.sqrt(np.mean((total_energy(R, V, u, w) - E_start)**2))
assert drift < 0.2
p_esc = escaped.mean()
ratio_in = rate(r_in, T0) / rate(r0, T0)
flux_ratio = p_esc * ratio_in
flux_err = ratio_in * np.sqrt(p_esc * (1 - p_esc) / count)
assert ratio_in > 1 and flux_ratio <= 1 + 3 * flux_err

# ---------- printed numbers ----------
print(f"D = {D:.0f} kJ/mol, re = {RE:.1f} A, beta = {BETA:.1f} 1/A")
print(f"reduced mass = {MU:.0f} u, inertia = {INERTIA:.0f} u A^2")
print("T [K], r* [A], dr*/dT [1e-4 A/K], k [1/s], Ea [kJ/mol]")
for T, rs, shift, k_val, ea in rows:
    print(f"{T:.0f}  {rs:.3f}  {1e4*shift:.3f}  {k_val:.3e}  {ea:.2f}")
wv, lam, m2, var = angular(r0, T0)
print("At 1000 K, at the bottleneck:")
print(f"y = {np.exp(-BETA*(r0-RE)):.5f}, w = {wv:.4f}, Lambda = {lam:.4f}")
print(f"mean cos^2 = {m2:.4f}, variance of cos^2 = {var:.5f}")
print(f"2RT/r* = {2*GAS*T0/r0:.4f} kJ/mol/A")
print(f"S_r = {1e3*slope_S(r0, T0):.4f} J/mol/K/A")
print(f" area part of S_r = {2e3*GAS/r0:.4f} J/mol/K/A")
print(f" orientation part = {1e3*GAS*BETA*wv**2*var:.4f} J/mol/K/A")
print(f"G_rr = {curvature_G(r0, T0):.4f} kJ/mol/A^2")
print(f"activation free energy = {gibbs(r0, T0):.2f} kJ/mol")
ea0 = activation_energy(T0)
print(f"Ea = {ea0*1000/const.N_A/const.e:.4f} eV")
print(f"shift part of dEa/dT = {1e3*ea_slope_shift:.4f} J/mol/K")
print("Profile at 1000 K relative to r*, kJ/mol:")
print("r [A], energy part, -T*entropy part, free energy")
for r in (4.0, 4.5, r0, 6.0, 7.0, 8.0):
    dU = mean_energy(r, T0) - mean_energy(r0, T0)
    dG = float(free_energy(r, T0) - free_energy(r0, T0))
    print(f"{r:.3f}  {dU:.3f}  {dG-dU:.3f}  {dG:.3f}")
over = rate(bottleneck(600.0), 1400.0) / rate(bottleneck(1400.0), 1400.0)
print(f"k(1400 K), 600 K surface / best surface = {over:.4f}")
print(f"two maxima: jump between {scan_T[jump]:.0f} and "
      f"{scan_T[jump+1]:.0f} K")
print(f" from {best[jump]:.3f} to {best[jump+1]:.3f} A")
print(f"counterexample r*: 600 K {control_r[0]:.4f} A, "
      f"1000 K {control_r[1]:.4f} A")
print(f" its S_r at 1000 K = {1e3*control_S:.3f} J/mol/K/A")
print(f"trajectories from 4 A at 1000 K: {count}")
print(f" escape fraction = {p_esc:.4f}, undecided = {undecided}")
print(f" k(4 A)/k(r*) = {ratio_in:.3f}")
print(f" escape flux/k(r*) = {flux_ratio:.3f} +- {flux_err:.3f}")
print(f" rms energy error = {drift:.4f} kJ/mol")
bend = np.sqrt(4 * D * ACC * (1 / INERTIA + 1 / (MU * RE**2)))
stretch = BETA * np.sqrt(2 * D * ACC / MU)
for name, omega in (("bend", bend), ("stretch", stretch)):
    print(f"well {name}: hbar*omega/(kB*1000 K) = "
          f"{const.hbar*omega*1e12/(const.k*T0):.3f}")
print("checks complete")
```

It prints:

```
D = 300 kJ/mol, re = 2.0 A, beta = 1.5 1/A
reduced mass = 13 u, inertia = 2 u A^2
T [K], r* [A], dr*/dT [1e-4 A/K], k [1/s], Ea [kJ/mol]
600  5.505  -12.571  2.704e-10  293.56
800  5.287  -9.515  6.283e-04  291.23
1000  5.117  -7.679  3.860e+00  288.81
1200  4.976  -6.454  1.232e+03  286.29
1400  4.856  -5.578  7.298e+04  283.68
At 1000 K, at the bottleneck:
y = 0.00932, w = 0.6729, Lambda = 0.6520
mean cos^2 = 0.3966, variance of cos^2 = 0.09834
2RT/r* = 3.2499 kJ/mol/A
S_r = 3.8053 J/mol/K/A
 area part of S_r = 3.2499 J/mol/K/A
 orientation part = 0.5554 J/mol/K/A
G_rr = -4.9554 kJ/mol/A^2
activation free energy = 243.75 kJ/mol
Ea = 2.9933 eV
shift part of dEa/dT = -2.9221 J/mol/K
Profile at 1000 K relative to r*, kJ/mol:
r [A], energy part, -T*entropy part, free energy
4.000  -17.227  8.892  -8.334
4.500  -4.704  3.163  -1.541
5.117  0.000  0.000  0.000
6.000  1.675  -2.816  -1.141
7.000  2.081  -5.391  -3.310
8.000  2.168  -7.612  -5.444
k(1400 K), 600 K surface / best surface = 1.0916
two maxima: jump between 940 and 950 K
 from 6.969 to 5.157 A
counterexample r*: 600 K 4.0173 A, 1000 K 4.0322 A
 its S_r at 1000 K = -6.590 J/mol/K/A
trajectories from 4 A at 1000 K: 6000
 escape fraction = 0.3115, undecided = 0
 k(4 A)/k(r*) = 2.725
 escape flux/k(r*) = 0.849 +- 0.016
 rms energy error = 0.0177 kJ/mol
well bend: hbar*omega/(kB*1000 K) = 1.907
well stretch: hbar*omega/(kB*1000 K) = 0.778
checks complete
```
